# In-band radiance of a uniform tin plasma as its column grows: a numerical check

```python
"""Uniform LTE slab of emitting tin: does in-band radiance grow with the column?

Result under test: I = B(lambda,T) * (1 - exp(-s*N)), where
  I = normal spectral radiance, B = Planck radiance, T = temperature,
  s = net absorption cross-section per ion, N = ion column, tau = s*N.
The band (13.5 nm, 2% full width) saturates at its Planck integral.
Purity = in-band / total radiance cannot rise with N if s in the band is
everywhere at least as large as s outside it.
Units inside: nm, eV, cm^2, cm^-2, and MW/(mm^2 sr) for radiance.
The cross-section is a rough model, not a computed tin opacity.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import expn, ive

h, hbar, c, e = const.h, const.hbar, const.c, const.e
me, eps0 = const.m_e, const.epsilon_0
a0 = const.physical_constants["Bohr radius"][0]
rydberg = const.physical_constants["Rydberg constant times hc in J"][0]

temperature = 30.0
center, full_width = 13.5, 0.02
band_lo, band_hi = center * (1 - full_width / 2), center * (1 + full_width / 2)
peak, array_fwhm, background = 1e-16, 1.0, 1e-18
ion_density, charge = 1e19, 10.0
photon_eV = h * c / (center * 1e-9) / e
x_center = photon_eV / temperature


def planck(lam, T):
    """Planck radiance in MW/(mm^2 sr nm)."""
    m = lam * 1e-9
    return 2 * h * c**2 / m**5 / np.expm1(h * c / (m * T * e)) * 1e-21


def cross_section(lam):
    shape = np.exp(-4 * np.log(2) * ((lam - center) / array_fwhm) ** 2)
    return peak * shape + background


# Gauss-Legendre nodes on pieces whose edges include the band edges.
edges = [0.8, 2, 4, 7, 10, 12, band_lo, band_hi, 15, 17, 20, 30, 60,
         150, 500, 3000, 30000]
gx, gw = np.polynomial.legendre.leggauss(48)
lam = np.concatenate([(a + b) / 2 + (b - a) / 2 * gx
                      for a, b in zip(edges[:-1], edges[1:])])
weight = np.concatenate([(b - a) / 2 * gw
                         for a, b in zip(edges[:-1], edges[1:])])
sigma = cross_section(lam)
inside = (lam > band_lo) & (lam < band_hi)
outside = ~inside
far = (lam < 10) | (lam > 17)
everything = np.ones_like(inside)


def radiance(N, region, T=temperature, s=sigma):
    integrand = weight * planck(lam, T) * -np.expm1(-s * N)
    return np.sum(integrand[region])


def planck_integral(region, T=temperature):
    return np.sum((weight * planck(lam, T))[region])


def purity(N, s=sigma):
    return radiance(N, inside, s=s) / radiance(N, everything, s=s)


def exponent(N, region):
    tau = sigma * N
    top = np.sum((weight * planck(lam, temperature) * tau
                  * np.exp(-tau))[region])
    return top / radiance(N, region)


def exitance(N, T):
    """Power per area leaving one face, MW/mm^2."""
    return np.pi * np.sum(weight * planck(lam, T)
                          * (1 - 2 * expn(3, sigma * N)))


# Kirchhoff's law from dipole emission and absorption, then transfer.
omega = 2 * np.pi * c / (center * 1e-9)
dipole = e * a0
upper = np.exp(-hbar * omega / (temperature * e))
spontaneous = omega**3 * dipole**2 / (3 * np.pi * eps0 * hbar * c**3)
emission = upper * spontaneous * hbar * omega / (4 * np.pi)
absorption = (1 - upper) * np.pi * omega * dipole**2 / (3 * eps0 * hbar * c)
source = emission / absorption * 2 * np.pi * c / (center * 1e-9) ** 2 * 1e-21
assert abs(source / planck(center, temperature) - 1) < 1e-8
s_center = cross_section(center)
for tau_end in (0.1, 1.0, 8.0):
    path = solve_ivp(lambda t, I: source - I, (0, tau_end), [0.0],
                     rtol=1e-9, atol=1e-12)
    formula = planck(center, temperature) * -np.expm1(-tau_end)
    assert abs(path.y[0, -1] / formula - 1) < 1e-6


# Spectral integrals repeated in photon energy, with Planck's law per energy.
def by_energy(N, lo_eV, hi_eV):
    E = np.geomspace(lo_eV, hi_eV, 200001)
    J = E * e
    B = 2 * J**3 / (h**3 * c**2) / np.expm1(E / temperature) * 1e-12
    s = cross_section(h * c / J * 1e9)
    return trapezoid(B * -np.expm1(-s * N), J)


hc_eVnm = h * c / e * 1e9
for N in (1e12, 1e16, 1e17, 1e18):
    band = by_energy(N, hc_eVnm / band_hi, hc_eVnm / band_lo)
    total = by_energy(N, 0.04, 1500.0)
    assert abs(radiance(N, inside) / band - 1) < 1e-6
    assert abs(radiance(N, everything) / total - 1) < 1e-5

kelvin = temperature * e / const.k
planck_total = const.sigma * kelvin**4 / np.pi * 1e-12
assert abs(radiance(1e22, everything) / planck_total - 1) < 1e-6


def planck_tail(x):
    n = np.arange(1, 200)
    return np.sum(np.exp(-n * x) * (x**3 / n + 3 * x**2 / n**2
                                    + 6 * x / n**3 + 6 / n**4))


thick_purity = 15 / np.pi**4 * (planck_tail(hc_eVnm / band_hi / temperature)
                                - planck_tail(hc_eVnm / band_lo / temperature))
assert abs(purity(1e22) / thick_purity - 1) < 1e-6
emissivity = weight * planck(lam, temperature) * sigma
thin_purity = np.sum(emissivity[inside]) / np.sum(emissivity)
thin_energy = (by_energy(1e12, hc_eVnm / band_hi, hc_eVnm / band_lo)
               / by_energy(1e12, 0.04, 1500.0))
assert abs(thin_purity / thin_energy - 1) < 1e-3

# Growth exponents by finite differences, and the purity theorem.
for N in (1e15, 1e16, 1e17, 1e18):
    for region in (inside, outside, far):
        d = 1e-4
        slope = np.log(radiance(N * np.exp(d), region)
                       / radiance(N * np.exp(-d), region)) / (2 * d)
        assert abs(slope - exponent(N, region)) < 1e-6
columns = np.geomspace(1e13, 1e21, 161)
assert sigma[inside].min() >= sigma[outside].max()
assert np.all(np.diff([purity(N) for N in columns]) < 1e-12)
rival = sigma + 10 * peak * np.exp(-4 * np.log(2) * (lam - 11.0) ** 2)
rival_purity = np.array([purity(N, rival) for N in columns])
assert rival_purity.max() > 1.2 * rival_purity[0]

band_limit = planck_integral(inside)
N90 = 10 ** brentq(lambda q: radiance(10**q, inside) / band_limit - 0.9,
                   14, 19)

# Fixed radiated power: ten times more tin must settle at a lower temperature.
for tau in (0.1, 1.0, 5.0):
    angular = quad(lambda mu: 2 * mu * -np.expm1(-tau / mu), 0, 1)[0]
    assert abs(angular - (1 - 2 * expn(3, tau))) < 1e-7
power = exitance(1e16, temperature)
cool_T = brentq(lambda T: exitance(1e17, T) - power, 8, temperature)
cool_band = radiance(1e17, inside, T=cool_T)
assert cool_band < radiance(1e16, inside)

# Cooler front layer with the same cross-section.
front_fraction, front_T = 0.1, 20.0


def layered(N):
    front = sigma * N * front_fraction
    back = sigma * N * (1 - front_fraction)
    I = (planck(lam, temperature) * -np.expm1(-back) * np.exp(-front)
         + planck(lam, front_T) * -np.expm1(-front))
    return np.sum((weight * I)[inside])


assert layered(1e18) < layered(1e16)

# Unresolved line gaps: s -> s*(1 + depth*cos(phase)), averaged over phase.
depth = 0.9


def gap_absorption(tau):
    return 1 - ive(0, depth * tau) * np.exp(-(1 - depth) * tau)


phase = np.arange(2000) * 2 * np.pi / 2000
for tau in (0.3, 1.0, 10.0):
    direct = np.mean(-np.expm1(-tau * (1 + depth * np.cos(phase))))
    assert abs(direct - gap_absorption(tau)) < 1e-10
    assert direct < -np.expm1(-tau)


def gap_band(N):
    B = weight * planck(lam, temperature)
    return np.sum((B * gap_absorption(sigma * N))[inside])


# Two-level departure from LTE; the oscillator strength cancels in the ratio.
gaunt = 0.2
dE, kT = photon_eV * e, temperature * e
cs_factor = 8 * np.pi / np.sqrt(3) * np.pi * a0**2 * rydberg**2 / dE * gaunt
quench = cs_factor * 2 * np.sqrt(2 / (np.pi * me * kT))


def maxwell_rate(u):
    E = u * kT
    speed = np.sqrt(2 * E / me)
    return (cs_factor / E * speed * 2 / np.sqrt(np.pi) * np.sqrt(u)
            * np.exp(-(u - x_center)))


rate_check = quad(maxwell_rate, x_center, x_center + 60)[0]
assert abs(rate_check / quench - 1) < 1e-6
decay = e**2 * omega**2 / (2 * np.pi * eps0 * me * c**3)
electron_density = charge * ion_density
collisions = quench * electron_density * 1e6
ratio = collisions * -np.expm1(-x_center) / decay
destruction = ratio / (1 + ratio)


def two_level_slab(tau, eps, cells=400):
    """Return surface source and normal radiance, both in units of B."""
    edge = tau / 2 * (1 - np.cos(np.pi * np.arange(cells + 1) / cells))
    mid = (edge[1:] + edge[:-1]) / 2
    e2 = expn(2, np.abs(mid[:, None] - edge[None, :]))
    kernel = np.abs(e2[:, 1:] - e2[:, :-1]) / 2
    i = np.arange(cells)
    kernel[i, i] = 1 - (e2[i, i] + e2[i, i + 1]) / 2
    S = np.linalg.solve(np.eye(cells) - (1 - eps) * kernel,
                        np.full(cells, eps))
    return S[0], np.sum(S * (np.exp(-edge[:-1]) - np.exp(-edge[1:])))


for eps in (0.2, destruction):
    assert abs(two_level_slab(40.0, eps)[0] / np.sqrt(eps) - 1) < 0.01

# Oscillator strength implied by the chosen array, as a plausibility check.
area_nm = quad(lambda y: cross_section(y) - background, 9, 18,
               points=[center])[0]
area_hz = area_nm * 1e-4 * 1e-9 * c / (center * 1e-9) ** 2
strength = area_hz / (-np.expm1(-x_center) * e**2 / (4 * eps0 * me * c))

print("INPUTS (rough model values)")
print(f"temperature {temperature:.1f} eV = {kelvin:.3e} K")
print(f"band {band_lo:.3f} to {band_hi:.3f} nm")
print(f"photon energy {photon_eV:.2f} eV; divided by kT {x_center:.3f}")
print(f"array peak {peak:.1e} cm2, FWHM {array_fwhm:.1f} nm")
print(f"flat background {background:.1e} cm2")
print(f"total cross-section at centre {s_center:.3e} cm2")
print(f"implied oscillator strength {strength:.2f}")
print(f"ion density {ion_density:.1e} cm-3, charge {charge:.0f}")
print(f"electron density {electron_density:.1e} cm-3")
print("LIMITS")
print(f"in-band Planck limit {band_limit:.3f} MW/(mm2 sr)")
print(f"total Planck limit {planck_total:.2f} MW/(mm2 sr)")
print(f"purity: thin {100*thin_purity:.2f} %, thick {100*thick_purity:.2f} %")
print(f"column for 90% of band limit {N90:.3e} cm-2")
print(f"thickness for that column {N90/ion_density*1e4:.2f} um")
print("RADIANCE in MW/(mm2 sr); far = below 10 or above 17 nm")
for N in (1e15, 1e16, 1e17, 1e18):
    print(f"N {N:.0e} cm-2, thickness {N/ion_density*1e4:.0f} um, "
          f"centre tau {s_center*N:.3f}")
    print(f"  in {radiance(N, inside):.4f}, out {radiance(N, outside):.4f}, "
          f"far {radiance(N, far):.4f}")
    print(f"  purity {100*purity(N):.2f} %, band/limit "
          f"{radiance(N, inside)/band_limit:.4f}")
    print(f"  exponents: in {exponent(N, inside):.4f}, "
          f"out {exponent(N, outside):.4f}, far {exponent(N, far):.4f}")
print("TEN TIMES MORE TIN, 1e16 to 1e17 cm-2, fixed temperature")
growth = [radiance(1e17, r) / radiance(1e16, r) for r in (inside, outside, far)]
print(f"factors: in {growth[0]:.3f}, out {growth[1]:.3f}, far {growth[2]:.3f}")
print(f"exitance per face {power*1e8:.3e} to "
      f"{exitance(1e17, temperature)*1e8:.3e} W/cm2")
print("SAME INCREASE, fixed radiated power")
print(f"new temperature {cool_T:.2f} eV, in-band {cool_band:.4f} MW/(mm2 sr)")
print(f"in-band factor {cool_band/radiance(1e16, inside):.3f}")
print("STRONGER RIVAL at 11 nm, 10 times array peak, FWHM 1 nm")
print(f"purity: thin {100*rival_purity[0]:.2f} %, "
      f"maximum {100*rival_purity.max():.2f} %")
print(f"column at maximum {columns[rival_purity.argmax()]:.2e} cm-2")
print(f"COOL FRONT: {100*front_fraction:.0f} % of tin at {front_T:.0f} eV")
for N in (1e16, 1e17, 1e18):
    print(f"N {N:.0e} cm-2: in-band/hot limit {layered(N)/band_limit:.4f}")
print(f"LINE GAPS: modulation depth {100*depth:.0f} %")
for N in (1e16, 1e17):
    print(f"N {N:.0e} cm-2: in-band/limit {gap_band(N)/band_limit:.4f}")
print(f"NON-LTE: Gaunt {gaunt:.1f}, destruction probability {destruction:.3f}")
for tau in (0.1, 1.0, 10.0):
    print(f"tau {tau:.1f}: radiance/B two-level "
          f"{two_level_slab(tau, destruction)[1]:.4f}, "
          f"LTE {-np.expm1(-tau):.4f}")
print("success")
```

Printed output:

```
INPUTS (rough model values)
temperature 30.0 eV = 3.481e+05 K
band 13.365 to 13.635 nm
photon energy 91.84 eV; divided by kT 3.061
array peak 1.0e-16 cm2, FWHM 1.0 nm
flat background 1.0e-18 cm2
total cross-section at centre 1.010e-16 cm2
implied oscillator strength 6.92
ion density 1.0e+19 cm-3, charge 10
electron density 1.0e+20 cm-3
LIMITS
in-band Planck limit 3.523 MW/(mm2 sr)
total Planck limit 265.13 MW/(mm2 sr)
purity: thin 21.14 %, thick 1.33 %
column for 90% of band limit 2.318e+16 cm-2
thickness for that column 23.18 um
RADIANCE in MW/(mm2 sr); far = below 10 or above 17 nm
N 1e+15 cm-2, thickness 1 um, centre tau 0.101
  in 0.3332, out 1.2732, far 0.1718
  purity 20.74 %, band/limit 0.0946
  exponents: in 0.9511, out 0.9751, far 0.9995
N 1e+16 cm-2, thickness 10 um, centre tau 1.010
  in 2.2184, out 10.4034, far 1.7101
  purity 17.58 %, band/limit 0.6296
  exponents: in 0.5842, out 0.7985, far 0.9950
N 1e+17 cm-2, thickness 100 um, centre tau 10.100
  in 3.5231, out 45.2584, far 16.3555
  purity 7.22 %, band/limit 1.0000
  exponents: in 0.0005, out 0.5782, far 0.9508
N 1e+18 cm-2, thickness 1000 um, centre tau 101.000
  in 3.5233, out 177.1521, far 108.6422
  purity 1.95 %, band/limit 1.0000
  exponents: in 0.0000, out 0.4841, far 0.5820
TEN TIMES MORE TIN, 1e16 to 1e17 cm-2, fixed temperature
factors: in 1.588, out 4.350, far 9.564
exitance per face 5.873e+09 to 2.128e+10 W/cm2
SAME INCREASE, fixed radiated power
new temperature 21.58 eV, in-band 1.0322 MW/(mm2 sr)
in-band factor 0.465
STRONGER RIVAL at 11 nm, 10 times array peak, FWHM 1 nm
purity: thin 1.72 %, maximum 5.15 %
column at maximum 2.00e+16 cm-2
COOL FRONT: 10 % of tin at 20 eV
N 1e+16 cm-2: in-band/hot limit 0.5548
N 1e+17 cm-2: in-band/hot limit 0.5015
N 1e+18 cm-2: in-band/hot limit 0.2084
LINE GAPS: modulation depth 90 %
N 1e+16 cm-2: in-band/limit 0.5519
N 1e+17 cm-2: in-band/limit 0.9498
NON-LTE: Gaunt 0.2, destruction probability 0.621
tau 0.1: radiance/B two-level 0.0630, LTE 0.0952
tau 1.0: radiance/B two-level 0.5104, LTE 0.6321
tau 10.0: radiance/B two-level 0.9224, LTE 1.0000
success
```
